# Absorbed energy needed for a 500 K millisecond flash: a program that tests the result

```python
"""Flash heating of a thick solid by a constant absorbed flux F.

Result under test: surface rise = 2 F sqrt(t/(pi k C)), so the absorbed
fluence for a given rise is E = (rise/2) sqrt(pi k C t).
k: conductivity, W/(cm K); C: volumetric heat capacity, J/(cm3 K);
D = k/C: diffusivity, cm2/s; z: depth, cm; t: time, s; F: flux, W/cm2.
The formulas are compared with a finite-volume solution of the heat
equation, an eigenfunction series for a slab, quadrature and algebra.
"""
import numpy as np
import sympy as sp
from scipy.constants import Stefan_Boltzmann
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erfc

k, C = 0.25, 2.2
tau = 1e-3
rise_goal = 500.0
T_start = 800.0
T_peak = T_start + rise_goal
L = 0.0775                 # wafer thickness, cm
delta = 2e-4               # rough absorption depth, cm
reflectivity = 0.35        # rough value
C_start = 2.05             # rough heat capacity at T_start
D = k / C


def fluence_needed(rise, cond, cap, time):
    return 0.5 * rise * np.sqrt(np.pi * cond * cap * time)


E = fluence_needed(rise_goal, k, C, tau)
F = E / tau


def profile(z, t):
    u = z / (2 * np.sqrt(D * t))
    return (2 * F * np.sqrt(D * t) / k
            * (np.exp(-u**2) / np.sqrt(np.pi) - u * erfc(u)))


def k_const(T):
    return k + 0 * T


def C_const(T):
    return C + 0 * T


def k_hot(T):
    return k * T_peak / T


def C_hot(T):
    return C_start + (C - C_start) * (T - T_start) / rise_goal


def simulate(flux, t_end, k_of_T=k_const, C_of_T=C_const,
             depth=0.0, cells=200):
    """Finite-volume heat equation in an insulated wafer, flux on front."""
    s = np.linspace(0, 1, cells + 1)
    edges = L * np.sinh(5 * s) / np.sinh(5)
    width = np.diff(edges)
    centre = 0.5 * (edges[1:] + edges[:-1])
    gap = np.diff(centre)
    if depth > 0:
        share = np.exp(-edges[:-1] / depth) - np.exp(-edges[1:] / depth)
    else:
        share = np.zeros(cells)
        share[0] = 1.0

    def rate(t, rise):
        k_face = k_of_T(T_start + 0.5 * (rise[1:] + rise[:-1]))
        q = np.zeros(cells + 1)
        q[1:-1] = -k_face * np.diff(rise) / gap
        gain = flux(t) * share - np.diff(q)
        return gain / (width * C_of_T(T_start + rise))

    times = np.linspace(0, t_end, 401)
    sol = solve_ivp(rate, (0, t_end), np.zeros(cells), method="LSODA",
                    t_eval=times, rtol=1e-7, atol=1e-5,
                    max_step=t_end / 50, lband=1, uband=1)
    assert sol.success
    surface = sol.y[0].copy()
    if depth == 0:
        flux_values = np.array([flux(t) for t in times])
        surface += (flux_values * width[0]
                    / (2 * k_of_T(T_start + sol.y[0])))
    return times, surface, centre, sol.y[:, -1]


# Symbolic check of the heat equation and of the flux at the face
zs, ts, ks, cs, Fs = sp.symbols("z t k C F", positive=True)
Ds = ks / cs
theta = Fs / ks * (2 * sp.sqrt(Ds * ts / sp.pi)
                   * sp.exp(-zs**2 / (4 * Ds * ts))
                   - zs * sp.erfc(zs / (2 * sp.sqrt(Ds * ts))))
residual = cs * sp.diff(theta, ts) - ks * sp.diff(theta, zs, 2)
assert sp.simplify(residual) == 0
assert sp.simplify(-ks * sp.diff(theta, zs).subs(zs, 0) - Fs) == 0

# Quadrature: the integral of erfc, and conservation of energy
erfc_area = quad(erfc, 0, np.inf)[0]
assert abs(erfc_area - 1 / np.sqrt(np.pi)) < 1e-8
stored = C * quad(lambda z: profile(z, tau), 0, L, epsabs=1e-10)[0]
assert abs(stored / E - 1) < 1e-6

# Constant flux: surface history and depth profile from the solver
times, surface, centre, final = simulate(lambda t: F, tau)
rise_numeric = surface[-1]
assert abs(rise_numeric - rise_goal) < 0.5
assert np.max(np.abs(final - profile(centre, tau))) < 0.5
assert abs(surface[100] / surface[400] - 0.5) < 2e-3

# Exact eigenfunction series for the insulated slab
n = np.arange(1, 201)
decay = np.exp(-D * tau * (n * np.pi / L)**2) / n**2
scale = 2 * F * L / (k * np.pi**2)
mean_rise = E / (C * L)
front = mean_rise + F * L / (3 * k) - scale * np.sum(decay)
rear = mean_rise - F * L / (6 * k) - scale * np.sum((-1.0)**n * decay)
assert abs(front - rise_goal) < 1e-7
assert abs(rear / (2 * profile(L, tau)) - 1) < 1e-3

# Cooling after the flux is switched off
cool_formula = (2 * F / np.sqrt(np.pi * k * C)
                * (np.sqrt(2 * tau) - np.sqrt(tau)))
cool_run = simulate(lambda t: F if t <= tau else 0.0, 2 * tau)
assert abs(cool_run[1][-1] - cool_formula) < 1.0


# Triangular pulse of equal fluence and equal width at half height
def triangle(t, peak_flux):
    return peak_flux * max(0.0, 1 - abs(t / tau - 1))


tri_times, tri_surface, _, _ = simulate(lambda t: triangle(t, F), 2 * tau)
tri_peak = np.max(tri_surface)
tri_time = tri_times[np.argmax(tri_surface)]
tri_factor = 4 / (3 * np.sqrt(3))
assert abs(tri_peak / rise_goal - tri_factor) < 2e-3
assert abs(tri_time / tau - 4 / 3) < 0.02

# Absorption spread over a finite depth
deep_surface = simulate(lambda t: F, tau, depth=delta)[1][-1]
deficit_numeric = rise_numeric - deep_surface
deficit_formula = F * delta / k
assert abs(deficit_numeric / deficit_formula - 1) < 0.03


# Fluence needed when material properties vary with temperature
def solve_fluence(k_of_T, C_of_T, depth=0.0, tri=False, cells=200):
    def miss(fluence):
        f = fluence / tau
        if tri:
            run = simulate(lambda t: triangle(t, f), 2 * tau,
                           k_of_T, C_of_T, depth, cells)
        else:
            run = simulate(lambda t: f, tau, k_of_T, C_of_T, depth, cells)
        return np.max(run[1]) - rise_goal
    return brentq(miss, 7.0, 25.0, xtol=1e-4)


E_k = solve_fluence(k_hot, C_const)
E_k_coarse = solve_fluence(k_hot, C_const, cells=100)
E_C = solve_fluence(k_const, C_hot)
E_all = solve_fluence(k_hot, C_hot, depth=delta, tri=True)
E_k_cold = fluence_needed(rise_goal, k_hot(T_start), C, tau)
E_C_cold = fluence_needed(rise_goal, k, C_start, tau)
assert E < E_k < E_k_cold
assert E_C_cold < E_C < E
assert abs(E_k - E_k_coarse) < 0.01
assert E_all > E_k

# Upper bound on radiation: black face at peak temperature throughout
radiated = Stefan_Boltzmann * 1e-4 * T_peak**4 * tau
assert radiated < 0.01 * E

print(f"Conductivity k: {k:.2f} W/(cm K)")
print(f"Heat capacity C: {C:.2f} J/(cm3 K)")
print(f"Flash duration: {tau*1e3:.1f} ms")
print(f"Wanted surface rise: {rise_goal:.0f} K")
print(f"Start temperature: {T_start:.0f} K")
print(f"Peak temperature: {T_peak:.0f} K")
print(f"Wafer thickness: {L*1e4:.0f} um")
print(f"Diffusivity D: {D:.4f} cm2/s")
print(f"Diffusion length sqrt(D t): {np.sqrt(D*tau)*1e4:.1f} um")
print(f"Product pi k C t: {np.pi*k*C*tau:.4e} J2/(cm4 K2)")
print(f"Square root of it: {np.sqrt(np.pi*k*C*tau):.5f} J/(cm2 K)")
print(f"ABSORBED FLUENCE E: {E:.2f} J/cm2")
print(f"Same fluence in SI: {E*1e4:.3e} J/m2")
print(f"Absorbed flux F: {F/1e3:.2f} kW/cm2")
print(f"Estimate C rise sqrt(D t): {C*rise_goal*np.sqrt(D*tau):.2f} J/cm2")
print(f"Exact factor sqrt(pi)/2: {np.sqrt(np.pi)/2:.4f}")
print(f"Rise for exactly 10 J/cm2: {rise_goal*10/E:.0f} K")
print(f"Surface rise, numerical solution: {rise_numeric:.2f} K")
print(f"Integral of erfc, quadrature: {erfc_area:.6f}")
print(f"Stored heat from profile: {stored:.2f} J/cm2")
for depth_um in (50, 100, 200, 300):
    print(f"Rise at depth {depth_um} um: {profile(depth_um*1e-4, tau):.1f} K")
print(f"Surface rise 1 ms after flash end: {cool_formula:.1f} K")
print(f"Same, numerical solution: {cool_run[1][-1]:.1f} K")
print(f"Fluence to heat whole wafer: {C*L*rise_goal:.1f} J/cm2")
print(f"Mean wafer rise after flash: {mean_rise:.1f} K")
print(f"Slab front minus thick-solid rise: {abs(front-rise_goal):.0e} K")
print(f"Slab rear rise at flash end: {rear:.1e} K")
print(f"k at start temperature, 1/T law: {k_hot(T_start):.3f} W/(cm K)")
print(f"Fluence with k(T): {E_k:.2f} J/cm2")
print(f"Change due to k(T): {100*(E_k/E-1):+.1f} %")
print(f"Fluence if k kept its start value: {E_k_cold:.2f} J/cm2")
print(f"C at start temperature: {C_start:.2f} J/(cm3 K)")
print(f"Fluence with C(T): {E_C:.2f} J/cm2")
print(f"Change due to C(T): {100*(E_C/E-1):+.1f} %")
print(f"Absorption depth: {delta*1e4:.1f} um")
print(f"Lost rise F delta/k: {deficit_formula:.2f} K")
print(f"Lost rise, numerical solution: {deficit_numeric:.2f} K")
print(f"Radiation loss, upper bound: {radiated:.4f} J/cm2")
print(f"Radiation bound / fluence: {100*radiated/E:.2f} %")
print(f"Triangular pulse factor 4/(3 sqrt 3): {tri_factor:.4f}")
print(f"Triangular pulse peak rise, numerical: {tri_peak:.1f} K")
print(f"Triangular pulse peak time, numerical: {tri_time*1e3:.2f} ms")
print(f"Fluence for triangular pulse: {E/tri_factor:.2f} J/cm2")
print(f"Fluence, k(T), C(T), depth, triangle: {E_all:.2f} J/cm2")
print(f"Reflectivity: {reflectivity:.2f}")
print(f"Incident fluence, ideal flash: {E/(1-reflectivity):.1f} J/cm2")
print(f"Incident fluence, combined case: {E_all/(1-reflectivity):.1f} J/cm2")
print("all assertions hold")
```

Output:

```
Conductivity k: 0.25 W/(cm K)
Heat capacity C: 2.20 J/(cm3 K)
Flash duration: 1.0 ms
Wanted surface rise: 500 K
Start temperature: 800 K
Peak temperature: 1300 K
Wafer thickness: 775 um
Diffusivity D: 0.1136 cm2/s
Diffusion length sqrt(D t): 106.6 um
Product pi k C t: 1.7279e-03 J2/(cm4 K2)
Square root of it: 0.04157 J/(cm2 K)
ABSORBED FLUENCE E: 10.39 J/cm2
Same fluence in SI: 1.039e+05 J/m2
Absorbed flux F: 10.39 kW/cm2
Estimate C rise sqrt(D t): 11.73 J/cm2
Exact factor sqrt(pi)/2: 0.8862
Rise for exactly 10 J/cm2: 481 K
Surface rise, numerical solution: 500.02 K
Integral of erfc, quadrature: 0.564190
Stored heat from profile: 10.39 J/cm2
Rise at depth 50 um: 319.4 K
Rise at depth 100 um: 190.5 K
Rise at depth 200 um: 53.9 K
Rise at depth 300 um: 10.9 K
Surface rise 1 ms after flash end: 207.1 K
Same, numerical solution: 207.1 K
Fluence to heat whole wafer: 85.2 J/cm2
Mean wafer rise after flash: 60.9 K
Slab front minus thick-solid rise: 0e+00 K
Slab rear rise at flash end: 6.2e-05 K
k at start temperature, 1/T law: 0.406 W/(cm K)
Fluence with k(T): 11.36 J/cm2
Change due to k(T): +9.3 %
Fluence if k kept its start value: 13.25 J/cm2
C at start temperature: 2.05 J/(cm3 K)
Fluence with C(T): 10.17 J/cm2
Change due to C(T): -2.1 %
Absorption depth: 2.0 um
Lost rise F delta/k: 8.31 K
Lost rise, numerical solution: 8.24 K
Radiation loss, upper bound: 0.0162 J/cm2
Radiation bound / fluence: 0.16 %
Triangular pulse factor 4/(3 sqrt 3): 0.7698
Triangular pulse peak rise, numerical: 384.9 K
Triangular pulse peak time, numerical: 1.33 ms
Fluence for triangular pulse: 13.50 J/cm2
Fluence, k(T), C(T), depth, triangle: 14.61 J/cm2
Reflectivity: 0.35
Incident fluence, ideal flash: 16.0 J/cm2
Incident fluence, combined case: 22.5 J/cm2
all assertions hold
```
